# Intrinsic Electron Density of Graphene from the Fermi Distribution: verification in Python

```python
# Result under test: the intrinsic electron density of ideal graphene is
#     n_i = (pi/6) (kB T / (hbar v))^2,
# where T is temperature, v the band velocity, and the bands are
# E = +hbar v k and E = -hbar v k with two spins and two valleys.
# Energies are in eV and lengths in nm; densities are printed in cm^-2.
# mu is the chemical potential measured from the band crossing.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

PER_NM2_TO_PER_CM2 = 1e14
temperature = 300.0
velocity = 1.0e6
kT = const.k * temperature / const.e
hbar_v = const.hbar * velocity / const.e * 1e9


def density_formula(thermal_energy, hv):
    return np.pi / 6 * (thermal_energy / hv) ** 2


def electrons(mu, thermal_energy=kT, hv=hbar_v):
    """Upper-band electrons per nm^2, by quadrature over wave number."""
    k_max = (max(mu, 0.0) + 45 * thermal_energy) / hv
    value = quad(lambda k: 2 * k / np.pi
                 * expit((mu - hv * k) / thermal_energy),
                 0, k_max, epsabs=1e-13, epsrel=1e-10, limit=300)[0]
    return value


def holes(mu):
    """Empty lower-band states per nm^2: one minus the Fermi function."""
    k_max = (max(-mu, 0.0) + 45 * kT) / hbar_v
    return quad(lambda k: 2 * k / np.pi
                * expit((-hbar_v * k - mu) / kT),
                0, k_max, epsabs=1e-13, epsrel=1e-10, limit=300)[0]


n_i = density_formula(kT, hbar_v)

# Neutrality places the chemical potential at the crossing.
mu_neutral = brentq(lambda m: electrons(m) - holes(m), -0.05, 0.08,
                    xtol=1e-13)
assert abs(mu_neutral) < 1e-8
assert abs(electrons(0.0) / n_i - 1) < 1e-8
assert abs(holes(0.0) / n_i - 1) < 1e-8

# Dimensionless Fermi integral, its series remainder and the Fourier series.
fermi_integral = quad(lambda x: x * expit(-x), 0, 60, epsabs=1e-13)[0]
assert abs(fermi_integral - np.pi**2 / 12) < 1e-10
for terms in range(1, 13):
    partial = sum((-1) ** (m + 1) / m**2 for m in range(1, terms + 1))
    assert abs(fermi_integral - partial) <= 1 / (terms + 1) ** 2
mean_square = quad(lambda x: x * x, 0, np.pi)[0] / np.pi
assert abs(mean_square - np.pi**2 / 3) < 1e-10
for m in range(1, 7):
    coefficient = 2 / np.pi * quad(lambda x: x * x * np.cos(m * x),
                                   0, np.pi)[0]
    assert abs(coefficient - 4 * (-1) ** m / m**2) < 1e-9

boltzmann_integral = quad(lambda x: x * np.exp(-x), 0, 60)[0]
boltzmann_ratio = boltzmann_integral / fermi_integral
assert abs(boltzmann_ratio - 12 / np.pi**2) < 1e-8
tail_energy = 0.5
tail_start = tail_energy / kT
tail_fraction = quad(lambda x: x * expit(-x), tail_start, tail_start + 45,
                     epsabs=1e-18)[0] / fermi_integral
assert tail_fraction < 1e-6

# Honeycomb band of equal velocity, summed over the entire zone.
# Two spins are included, but no valley factor: the sum finds the valleys.
lattice = 0.246
hopping = 2 * hbar_v / (np.sqrt(3) * lattice)
cell_area = np.sqrt(3) / 2 * lattice**2
grid_size = 3000
phases = 2 * np.pi * np.arange(grid_size) / grid_size
row_phase = np.exp(1j * phases)
occupation_sum = 0.0
for phase in phases:
    band = hopping * np.abs(1 + np.exp(1j * phase) + row_phase)
    occupation_sum += expit(-band / kT).sum()
n_zone = 2 * occupation_sum / grid_size**2 / cell_area
# The grid step is a quarter of the thermal wave number, and the conical
# point limits the sum to a few parts in ten thousand.
assert abs(n_zone / n_i - 1) < 2e-3

# Finer polar integral around one zone corner, doubled for two corners.
nodes, weights = np.polynomial.legendre.leggauss(160)
q_max = 1.2
q = 0.5 * q_max * (nodes + 1)
q_weight = 0.5 * q_max * weights
angles = 2 * np.pi * np.arange(48) / 48
qx = q[:, None] * np.cos(angles)
qy = q[:, None] * np.sin(angles)
kx = 4 * np.pi / (3 * lattice) + qx
corner_band = hopping * np.abs(
    1 + np.exp(1j * kx * lattice)
    + np.exp(1j * lattice * (kx / 2 + np.sqrt(3) / 2 * qy)))
ring_average = expit(-corner_band / kT).mean(axis=1)
n_curved = 4 * np.sum(q_weight * q * ring_average) / (2 * np.pi)
curvature_change = n_curved / n_i - 1
assert abs(curvature_change) < 1e-3
assert abs(n_zone / n_curved - 1) < 2e-3

# Slow Gaussian variation of the local chemical potential.
for mu in (0.02, 0.07, 0.15):
    total = 2 / np.pi * (kT / hbar_v) ** 2 * (
        np.pi**2 / 6 + mu**2 / (2 * kT**2))
    assert abs((electrons(mu) + holes(mu)) / total - 1) < 1e-7
spread = 0.050
points, point_weights = np.polynomial.hermite_e.hermegauss(20)
n_puddle = sum(w * electrons(spread * z)
               for z, w in zip(points, point_weights)) / np.sqrt(2 * np.pi)
puddle_factor = 1 + 3 * spread**2 / (np.pi * kT) ** 2
assert abs(n_puddle / n_i / puddle_factor - 1) < 1e-6

# Small gap: integral over wave number against the closed form.
half_gap = 0.020
n_gap = quad(lambda k: 2 * k / np.pi
             * expit(-np.hypot(hbar_v * k, half_gap) / kT),
             0, 45 * kT / hbar_v, epsabs=1e-13, limit=300)[0]
delta = half_gap / kT
gap_integral = delta * np.log1p(np.exp(-delta)) + sum(
    (-1) ** (m + 1) * np.exp(-m * delta) / m**2 for m in range(1, 80))
n_gap_formula = 2 / np.pi * (kT / hbar_v) ** 2 * gap_integral
assert abs(n_gap / n_gap_formula - 1) < 1e-7

# Other operating temperature and band velocity, by direct quadrature.
hot_temperature = 400.0
hot_kT = const.k * hot_temperature / const.e
n_hot = electrons(0.0, thermal_energy=hot_kT)
assert abs(n_hot / n_i - (hot_temperature / temperature) ** 2) < 1e-7
fast_velocity = 1.1e6
n_fast = electrons(0.0, hv=hbar_v * fast_velocity / velocity)
assert abs(n_fast / n_i - (velocity / fast_velocity) ** 2) < 1e-7

n_cm2 = n_i * PER_NM2_TO_PER_CM2
assert abs(n_cm2 / 8e10 - 1) < 0.02


def show(label, value, unit="", style=".4g"):
    print(f"{label}: {value:{style}} {unit}".rstrip())


show("Temperature", temperature, "K")
show("Band velocity", velocity, "m/s", ".2e")
show("Thermal energy kB T", kT, "eV", ".6f")
show("hbar v", hbar_v, "eV nm", ".5f")
show("Thermal wave number kB T/(hbar v)", kT / hbar_v, "1/nm", ".6f")
show("Fermi integral by quadrature", fermi_integral, "", ".6f")
show("pi^2/12", np.pi**2 / 12, "", ".6f")
show("Intrinsic electron density, formula", n_i, "1/nm^2", ".4e")
show("Intrinsic electron density, formula", n_cm2, "cm^-2", ".3e")
show("Same, quadrature over wave number",
     electrons(0.0) * PER_NM2_TO_PER_CM2, "cm^-2", ".3e")
show("Electrons plus holes", 2 * n_cm2, "cm^-2", ".3e")
show("Boltzmann result / Fermi result", boltzmann_ratio, "", ".4f")
show("Energy chosen for tail check", tail_energy, "eV")
show("Fraction of electrons above it", tail_fraction, "", ".1e")
show("Lattice constant (rough)", lattice, "nm")
show("Hopping energy giving the same velocity", hopping, "eV", ".3f")
show("Whole-zone honeycomb density", n_zone * PER_NM2_TO_PER_CM2,
     "cm^-2", ".3e")
show("Change from band curvature", 100 * curvature_change, "%", ".3f")
show("Puddle spread of mu (rough)", 1000 * spread, "meV")
show("Mean electron density with puddles",
     n_puddle * PER_NM2_TO_PER_CM2, "cm^-2", ".3e")
show("Puddle density / ideal density", n_puddle / n_i, "", ".3f")
show("Full gap 2 Delta (rough)", 2000 * half_gap, "meV")
show("Electron density with gap", n_gap * PER_NM2_TO_PER_CM2,
     "cm^-2", ".3e")
show("Change from gap", 100 * (n_gap / n_i - 1), "%", ".1f")
show("Hot-device temperature", hot_temperature, "K")
show("Electron density when hot", n_hot * PER_NM2_TO_PER_CM2,
     "cm^-2", ".3e")
show("Hot density / 300 K density", n_hot / n_i, "", ".3f")
show("Alternative band velocity", fast_velocity, "m/s", ".2e")
show("Electron density at that velocity",
     n_fast * PER_NM2_TO_PER_CM2, "cm^-2", ".3e")
show("Change from that velocity", 100 * (n_fast / n_i - 1), "%", ".1f")
print("PASS")
```

Output:

```
Temperature: 300 K
Band velocity: 1.00e+06 m/s
Thermal energy kB T: 0.025852 eV
hbar v: 0.65821 eV nm
Thermal wave number kB T/(hbar v): 0.039276 1/nm
Fermi integral by quadrature: 0.822467
pi^2/12: 0.822467
Intrinsic electron density, formula: 8.0771e-04 1/nm^2
Intrinsic electron density, formula: 8.077e+10 cm^-2
Same, quadrature over wave number: 8.077e+10 cm^-2
Electrons plus holes: 1.615e+11 cm^-2
Boltzmann result / Fermi result: 1.2159
Energy chosen for tail check: 0.5 eV
Fraction of electrons above it: 9.9e-08
Lattice constant (rough): 0.246 nm
Hopping energy giving the same velocity: 3.090 eV
Whole-zone honeycomb density: 8.080e+10 cm^-2
Change from band curvature: 0.016 %
Puddle spread of mu (rough): 50 meV
Mean electron density with puddles: 1.726e+11 cm^-2
Puddle density / ideal density: 2.137
Full gap 2 Delta (rough): 40 meV
Electron density with gap: 6.976e+10 cm^-2
Change from gap: -13.6 %
Hot-device temperature: 400 K
Electron density when hot: 1.436e+11 cm^-2
Hot density / 300 K density: 1.778
Alternative band velocity: 1.10e+06 m/s
Electron density at that velocity: 6.675e+10 cm^-2
Change from that velocity: -17.4 %
PASS
```
